# Why reflection divided by transmission adds for planes in series

An electron moving along a narrow copper line meets one grain boundary after another. Each boundary turns back some electrons and lets the rest through. An electron that passes the first boundary and is turned back by the second may be turned forward again by the first, so it has many chances to get through. How much current passes the whole row, and which property of a single boundary can be summed to find out?

## The model

Consider a single channel: electrons move either right or left along a line. Plane $i$ reflects a fraction $R_i$ of the flux that reaches it and transmits $T_i$. No electrons are lost, so

$$R_i+T_i=1,\qquad T_i>0 .$$

The two fractions are the same from both sides. To see why, let $R_i'$ be the reflection from the right, and send unit flux at the plane from both sides, as equal reservoirs do in equilibrium. The flux leaving to the right is $T_i+R_i'$. It must equal 1, since equilibrium carries no net current. Hence $R_i'=1-T_i=R_i$.

The remaining assumption is that an electron loses its phase in every gap between planes. Probabilities of different paths then add, with no interference terms. The claim is that for $N$ planes

$$\frac{R_{\rm tot}}{T_{\rm tot}}=\sum_{i=1}^{N}\frac{R_i}{T_i}. \tag{1}$$

## First derivation: following the bounces

Send unit flux from the left at planes 1 and 2. A fraction $T_1$ enters the gap, and $T_1T_2$ leaves on the right at the first attempt. What stays behind must be reflected by plane 2 and then by plane 1 before it tries again, so each round trip multiplies the flux by $R_1R_2$. Adding all attempts gives

$$T_{12}=T_1T_2\left[1+R_1R_2+(R_1R_2)^2+\dots\right]=\frac{T_1T_2}{1-R_1R_2}. \tag{2}$$

The series converges because both transmissions are positive, which makes $R_1R_2<1$.

The returned flux has two parts. A fraction $R_1$ is reflected at once. The rest enters through plane 1, is reflected by plane 2 and leaves through plane 1, possibly after further round trips:

$$R_{12}=R_1+\frac{T_1^2R_2}{1-R_1R_2}. \tag{3}$$

Put this over one denominator and use $T_1=1-R_1$. The numerator is

$$R_1-R_1^2R_2+(1-2R_1+R_1^2)R_2=R_1+R_2-2R_1R_2,$$

because the terms $R_1^2R_2$ cancel. Thus

$$R_{12}=\frac{R_1+R_2-2R_1R_2}{1-R_1R_2}. \tag{4}$$

Since $T_1T_2=1-R_1-R_2+R_1R_2$, the numerators of (2) and (4) sum to $1-R_1R_2$. Therefore $R_{12}+T_{12}=1$, as it must be.

Now divide (4) by (2). The common denominator drops out, and the numerator can be regrouped:

$$\frac{R_{12}}{T_{12}}=\frac{R_1(1-R_2)+R_2(1-R_1)}{T_1T_2}
=\frac{R_1T_2+R_2T_1}{T_1T_2}=\frac{R_1}{T_1}+\frac{R_2}{T_2}. \tag{5}$$

To go on to more planes, the pair must itself behave like a single plane. It is lossless, and (2) and (4) do not change when labels 1 and 2 are exchanged, so it looks the same from both sides. The pair can therefore be combined with plane 3 by the same rule, and so on up to plane $N$. This proves (1). The order of the planes does not matter.

As an example take $R_1=0.25$ and $R_2=0.35$. The first attempt transmits $0.75\times0.65=0.4875$. The next two contribute 0.0427 and 0.0037, and the full sum is 0.5342. The reflection is 0.4658, so the ratio is 0.8718, which agrees with $0.3333+0.5385$. The sum of the reflections would be 0.60.

### Why reflection itself does not add

Subtract $R_1+R_2$ from (4). Over the denominator $1-R_1R_2$ the numerator becomes

$$R_1+R_2-2R_1R_2-(R_1+R_2)(1-R_1R_2)=-R_1R_2(2-R_1-R_2),$$

so that

$$R_{12}-(R_1+R_2)=-\frac{R_1R_2(2-R_1-R_2)}{1-R_1R_2}. \tag{6}$$

This is negative whenever both planes reflect. Two effects are at work: plane 2 receives less than the full incident flux, and some of what it reflects is turned forward again. For weak planes the deficit is about $2R_1R_2$, of second order, and adding reflections is then a fair approximation as long as the sum stays small.

For $N$ equal planes, (1) gives

$$T_{\rm tot}=\frac{1}{1+NR/T}=\frac{1-R}{1+(N-1)R}.$$

At large $N$ the transmission falls as $1/N$, and the ratio $R_{\rm tot}/T_{\rm tot}$ grows in proportion to length. This is ohmic behaviour.

Could some other function of $R$ also add? Let $x=R/T$, which takes every value from zero upwards, and write the candidate as $g(x)$. Since $x$ adds, $g$ must satisfy $g(x_1+x_2)=g(x_1)+g(x_2)$. Repeated use gives $g(nx)=n\,g(x)$ for whole $n$, hence $g(m/n)=(m/n)\,g(1)$ for fractions. If $g$ is continuous, it follows that $g(x)=x\,g(1)$ for all $x\ge 0$. Apart from a constant factor, $R/T$ is the only continuous additive measure.

## Second derivation: the drop across each plane

The same law follows without tracing any path. In the steady state let $p_i$ and $q_i$ be the right-moving and left-moving fluxes in the gap just after plane $i$. The region before the first plane has index 0. What leaves plane $i$ is fixed by what arrives:

$$p_i=T_ip_{i-1}+R_iq_i,\qquad q_{i-1}=R_ip_{i-1}+T_iq_i. \tag{7}$$

The net flux on the left of the plane is

$$p_{i-1}-q_{i-1}=(1-R_i)p_{i-1}-T_iq_i=T_i(p_{i-1}-q_i),$$

and on the right it is

$$p_i-q_i=T_ip_{i-1}-(1-R_i)q_i=T_i(p_{i-1}-q_i).$$

The two agree, so one net flux $J$ runs through the whole row, with

$$J=T_i(p_{i-1}-q_i). \tag{8}$$

Next find how much the right-moving flux falls across the plane. From the first equation in (7),

$$p_{i-1}-p_i=(1-T_i)p_{i-1}-R_iq_i=R_i(p_{i-1}-q_i)=\frac{R_i}{T_i}J, \tag{9}$$

where the last step uses (8). Because $p-q=J$ in every gap, the left-moving flux falls by the same amount.

Add (9) over all planes. The intermediate values cancel in pairs:

$$p_0-p_N=J\sum_i\frac{R_i}{T_i}.$$

Unit flux enters on the left, so $p_0=1$. Nothing enters on the right, so $q_N=0$ and $J=p_N=T_{\rm tot}$. Hence

$$1-T_{\rm tot}=T_{\rm tot}\sum_i\frac{R_i}{T_i},$$

which is (1) again. The ratio $R_i/T_i$ now has a direct meaning: it is the drop in flux across plane $i$ per unit of net flux. Drops in series add because they share one current, just as voltages do across resistors.

### From flux to resistance

With two spin states, a channel delivers electrons at the rate $2/h$ per unit energy: the density of right-moving states per length and energy is $2/(hv)$, and they move at speed $v$. A small voltage $V$ opens an energy window $eV$. If $T_{\rm tot}$ is nearly constant over the thermal energy range, the current is $I=(2e^2/h)T_{\rm tot}V$. The resistance between the reservoirs is then

$$\frac{V}{I}=\frac{h}{2e^2}\frac{1}{T_{\rm tot}}=\frac{h}{2e^2}\left(1+\sum_i\frac{R_i}{T_i}\right). \tag{10}$$

The 1 is the contact resistance of a perfect channel and is counted once. Each plane adds its own term. In units of $V$, the drop across plane $i$ is $(R_i/T_i)T_{\rm tot}$, and the share $T_{\rm tot}$ belongs to the contacts.

## Four grain boundaries in a copper line

Take one channel along the axis of a line at 300 K, with boundaries of reflection 0.15, 0.25, 0.35 and 0.20. The ratios are 0.1765, 0.3333, 0.5385 and 0.2500, with sum 1.2983. Therefore

$$T_{\rm tot}=\frac{1}{1+1.2983}=0.4351,\qquad \frac VI=12.906\times2.2983=29.66\ \text{k}\Omega .$$

Of this, 16.76 kΩ comes from the boundaries. With 1 mV applied, the four drops are 0.077, 0.145, 0.234 and 0.109 mV, and the contacts take 0.435 mV. The third boundary reflects 2.3 times as much as the first, but its voltage drop is 3.1 times as large.

Adding reflections would give $R=0.95$ and 258 kΩ, almost nine times too much. Multiplying the transmissions counts the direct path alone. It gives 0.3315 and 38.9 kΩ, which is 31% above the result of (10).

### Scattering inside the grains

Phonons also turn electrons back between the boundaries. Suppose that an electron travels a mean distance $\lambda$ between phonon events and then moves right or left with equal chance. A thin slice $dx$ reflects $dx/(2\lambda)$, and to first order its ratio $R/T$ is the same. Treating the slices as further planes, (1) gives $L/(2\lambda)$ for a length $L$. Phonons can change an electron's energy, so here the fluxes must be read as totals over energy, with $R_i$ and $\lambda$ taken as independent of energy.

For five grains of 40 nm and $\lambda=40$ nm, each grain contributes 0.5 and the line 2.5. The transmission becomes $1/(1+1.2983+2.5)=0.2084$ and the resistance 61.9 kΩ. Simulated random trajectories through the same line gave $0.2086\pm0.0007$, in agreement. In this axial channel the phonons contribute nearly twice as much as the boundaries. That factor belongs to the one-channel picture: with oblique channels, barriers as modelled in the last section and phonons that scatter equally in all directions, it drops to about 1.3, if the shares are measured by the drops in right-moving flux.

## What each derivation assumes

Both derivations need lossless planes and fluxes that add without interference. They use these assumptions in different places.

The first sums a history. It needs a convergent series, and it needs the reflection of the composite from the right before a third plane can be attached. Without loss this equals the reflection from the left, so nothing new has to be computed. In return it shows how much each round trip contributes. The second needs a steady state and flux balance at each plane. It treats all planes at once and gives the flux in every gap, and so the voltage drops, which the bounce sum for the whole row does not show.

**Loss.** The bounce sums (2) and (3) survive if each plane absorbs some flux but still acts the same from both sides, which must now be assumed separately. The relation $T=1-R$ can no longer be used. For two equal planes they give

$$\frac{R_{12}}{T_{12}}=\frac{R}{T^2}\left(1-R^2+T^2\right).$$

Without loss, $T^2-R^2=T-R=2T-1$, and the result is $2R/T$. With $R=0.25$, $T=0.70$ and a loss of 0.05, it is 0.7283, while $2R/T=0.7143$. The law is then 2% low. The second derivation fails at an earlier point: there is no longer a single $J$.

**Phase.** If phase is kept between two planes, the amplitudes of successive round trips add with a factor $\sqrt{R_1R_2}\,e^{i\varphi}$, so

$$T(\varphi)=\frac{T_1T_2}{\left|1-\sqrt{R_1R_2}\,e^{i\varphi}\right|^2}.$$

Expand the amplitude in powers of $e^{i\varphi}$, square it and average over $\varphi$. The cross terms vanish and (2) returns. For two planes, then, averaging over phase has the same effect as losing phase.

For three planes it does not. Let $x_3=R_3/T_3$. Averaging over the second gap gives $F(T_{12})=T_{12}/(1+x_3T_{12})$, which still depends on the phase in the first gap through $T_{12}$. Since

$$F''=-\frac{2x_3}{(1+x_3T_{12})^3}<0,$$

the average of $F$ lies below $F$ of the average, and so below the value from (1). Because $F$ also increases with its argument, the same reasoning carries over to further planes. For the four boundaries with independent random phases, the average is 0.4187, which is 3.8% below 0.4351.

The logarithm behaves differently. The mean of $\ln|1-\sqrt{R_1R_2}\,e^{i\varphi}|^2$ is zero, because its expansion contains no constant term. Hence $\ln T$ averages to $\ln T_1+\ln T_2$, and plane by plane to $\sum_i\ln T_i$. The geometric mean of the coherent transmission is therefore the product 0.3315. It falls exponentially with the number of equal planes, whereas (1) gives a fall as $1/N$.

## How close is a real copper line?

The reflections, grain length and phonon free path are rough typical values for copper lines some tens of nanometres wide at room temperature. The Fermi speed used below, $1.57\times10^6$ m/s, is the free-electron value for copper with one conduction electron per atom. Three assumptions deserve a size.

*Loss of phase.* A fraction $e^{-1}=0.37$ of electrons crosses a 40 nm grain without meeting a phonon, so phonons alone do not remove phase completely in one crossing. The thermal spread of energies also blurs it. For boundaries 2 and 3 without phonons, the interference left after thermal averaging changes the transmission by at most 1.4% of its incoherent value, whatever the phase offset. This figure depends strongly on the speed: with $1.1\times10^6$ m/s, closer to the band-structure average for copper, it falls to about 0.1%. It is also for one pair only. In the full row, paths that make their round trips in different grains of the same length can be equally long, and a spread of energies does not separate them. One round trip in the second gap and one in the third are such a pair. Without phonons their interference term is at most $2R_3\sqrt{R_2R_4}=0.157$ times the product of the transmissions, which is 12% of the value from (1), with a sign that depends on the phases. The 3.8% found above is a shift of the average over phases, so it does not measure this effect. Longer paths reduce the part that depends on the phase difference of these two gaps to 9%, but the other two pairs of gaps add parts of about 6% and 10%. For thin barriers as modelled below and no phonons, the thermally averaged transmission of the four boundaries lies between roughly a fifth below and a quarter above the value from (1), depending on the phase offsets. A row of nearly equal grains with little phonon scattering can therefore depart from (1) by well over 10%.

*Energy dependence.* Model a boundary as a thin barrier $\Omega\,\delta(z)$. Continuity gives $1+r=t$, and the jump in slope gives $2ik(t-1)=(2m\Omega/\hbar^2)\,t$. Solving,

$$t=\frac{1}{1+i\beta},\qquad \beta=\frac{m\Omega}{\hbar^2k},\qquad \frac RT=\beta^2\propto\frac{1}{k^2}.$$

The ratio thus varies inversely with energy. The thermal energy is 0.37% of the free-electron Fermi energy of 7.0 eV, so this variation is small.

*One channel.* Of the three assumptions, this one changes the transmission most. A real line carries many channels in parallel, most of them oblique. If $c$ is the cosine of the angle to the axis, the barrier sees the wave number $kc$, and $R/T$ becomes $x/c^2$. The number of channels is proportional to the area of the Fermi sphere projected on the cross-section, which gives the weight $2c\,dc$. If channels do not mix, (1) holds in each, and with $S=\sum_i x_i$ the mean transmission is

$$\int_0^1\frac{2c\,c^2}{c^2+S}\,dc=1-S\ln\!\left(1+\frac1S\right).$$

For the four boundaries this corresponds to a total $R/T$ of 2.87, against 1.30 for the axial channel. Now average $R$ and $T$ over the channels for each boundary alone, and take the ratio of the two averages. These four ratios add up to 3.34, which is 16% above 2.87. Additivity holds within each channel, but here it fails for the averages, because the net flux in a channel is proportional to $c^2/(c^2+S)$ in the row, but to $c^2/(c^2+x_i)$ at boundary $i$ alone. The row favours forward channels more strongly than any single boundary does, and this lowers the average ratio at every boundary, the first included. If scattering in each gap spread the right-movers evenly over all channels, and likewise the left-movers, (7) would hold with averaged $R_i$ and $T_i$, and the ratios of these averages would add.

Scattering at the side walls of the line is left out and has not been sized. The resistances above therefore describe one axial channel of the model and are not predictions for a particular wire. The values behind them are listed in the numerical output that follows.

## Values computed for the example and the checks

```
INPUTS (rough typical copper values)
grain length = 40 nm, number of grains = 5
phonon free path = 40 nm
Fermi speed = 1.57e+06 m/s, temperature = 300 K
applied voltage = 1.0 mV
BOUNDARIES
boundary 1: R = 0.15, R/T = 0.1765, drop = 0.0768 mV
boundary 2: R = 0.25, R/T = 0.3333, drop = 0.1450 mV
boundary 3: R = 0.35, R/T = 0.5385, drop = 0.2343 mV
boundary 4: R = 0.20, R/T = 0.2500, drop = 0.1088 mV
contact share of voltage = 0.4351 mV
BOUNCES BETWEEN BOUNDARIES 2 AND 3
transmitted after 0 round trips = 0.48750
transmitted after 1 round trips = 0.04266
transmitted after 2 round trips = 0.00373
pair total T = 0.53425, R = 0.46575
pair R/T = 0.87179
pair sum of R = 0.60
ALL FOUR BOUNDARIES, NO PHONONS
sum of R/T = 1.2983
total T = 0.4351, total R = 0.5649
h/(2e^2) = 12.9064 kohm
boundary resistance = 16.756 kohm
two-terminal resistance = 29.662 kohm
wrong, adding R: sum R = 0.95, resistance = 258.1 kohm
wrong, multiplying T: T = 0.3315, resistance = 38.93 kohm
WITH PHONON BACKSCATTERING
phonon R/T: per grain = 0.500, whole line = 2.500
total T = 0.2084, resistance = 61.93 kohm
random-walk T = 0.2086, standard error = 0.0007
OTHER NEGLECTED EFFECTS
pair interference after thermal average = 1.38 %
phase survival over one grain = 0.368
coherent line: phase-averaged T = 0.4187
coherent line: exp(mean ln T) = 0.3315
unmixed oblique channels: total R/T = 2.868
unmixed oblique channels: sum of single R/T = 3.336
Fermi energy (free electron) = 7.01 eV
kT/Fermi energy = 0.37 %
lossy pair: R = 0.25, T = 0.70, loss = 0.05
lossy pair: total R/T = 0.7283, sum = 0.7143
```
